**Finite-difference slope of an exponentially correlated edge**

For an edge with RMS deviation \(\sigma\), correlation length \(\xi\) and covariance \(\sigma^2e^{-|r|/\xi}\), the RMS slope at spacing \(\Delta\) is \((\sigma/\Delta)\sqrt{2(1-e^{-\Delta/\xi})}\), which diverges as \(\Delta^{-1/2}\) for \(\Delta\ll\xi\). The program asserts this formula against a simulated edge read at six spacings and against quadrature of the power spectrum. It also asserts the results for other roughness exponents \(H\), using edges drawn from their covariance matrices, and for central differences and interval-averaged points. Further assertions cover Gaussian smoothing along the edge, independent position noise, and the scatter between lines of finite length. For \(\sigma=1.2\) nm and \(\xi=20\) nm, the output shows the slope rising from 0.122 at 8 nm spacing to 0.757 at 0.25 nm. Smoothing with a standard deviation of 1.5 nm gives a finite limit of 0.154, and halving that length raises the limit to 0.225. With 0.5 nm of position noise, noise and ideal edge contribute equally at a spacing of 3.81 nm.

## Verification by program

```python
"""
Result under test: an edge with covariance sigma^2 exp(-|r|/xi), sampled at
spacing d, has finite-difference RMS slope
    s(d) = (sigma/d) sqrt(2 (1 - exp(-d/xi))),
which diverges as sigma sqrt(2/(xi d)) when d << xi.
sigma: RMS edge deviation (nm); xi: correlation length (nm); d: spacing (nm);
H: roughness exponent in exp(-(r/xi)^(2H)), with H = 1/2 the exponential;
blur: standard deviation of Gaussian smoothing along the edge (nm);
noise: independent RMS position error of each point (nm).
Slopes are dimensionless (nm of deviation per nm of edge).
"""
import numpy as np
from scipy.integrate import quad
from scipy.ndimage import gaussian_filter1d
from scipy.optimize import brentq
from scipy.signal import lfilter
from scipy.special import erfc

sigma, xi, line_length = 1.2, 20.0, 2000.0
blur, noise = 1.5, 0.5
fine = 0.25                      # spacing of the simulated edge, nm
rng = np.random.default_rng(12345)


def slope_formula(d, sig=sigma, corr=xi, H=0.5):
    return sig * np.sqrt(-2 * np.expm1(-(d / corr) ** (2 * H))) / d


def limit_formula(d):
    return sigma * np.sqrt(2 / (xi * d))


def exponent_formula(d):
    a = d / xi
    return -1 + 0.5 * a / np.expm1(a)


def simulate_edge(sig, corr, count):
    q = np.exp(-fine / corr)
    warmup = int(25 * corr / fine)
    kicks = rng.standard_normal(count + warmup)
    return lfilter([sig * np.sqrt(1 - q * q)], [1, -q], kicks)[warmup:]


def measured_slope(edge, stride):
    return np.sqrt(np.mean(np.diff(edge[::stride]) ** 2)) / (stride * fine)


def close(x, y, tolerance):
    return abs(x / y - 1) < tolerance


# One long edge, read at successively finer spacing.
# Tolerances of 2 percent cover the sampling error of a finite edge.
lines = 200
points_per_line = int(line_length / fine)
edge = simulate_edge(sigma, xi, lines * points_per_line)
strides = [32, 16, 8, 4, 2, 1]
simulated = [measured_slope(edge, m) for m in strides]
for m, value in zip(strides, simulated):
    assert close(value, slope_formula(m * fine), 0.02)
sim_exponent = np.log(simulated[3] / simulated[5]) / np.log(4)
assert abs(sim_exponent + 0.5) < 0.025

# Small-spacing expansion and local exponent, including the coarse limit.
a = 0.05
ratio = slope_formula(a * xi) / limit_formula(a * xi)
assert abs(ratio - (1 - a / 4 + 5 * a**2 / 96)) < a**3 / 100
for d in (0.25, 4.0, 20.0, 400.0):
    h = 1e-4
    numeric = np.log(slope_formula(d * np.exp(h))
                     / slope_formula(d * np.exp(-h))) / (2 * h)
    assert abs(numeric - exponent_formula(d)) < 1e-6
assert abs(exponent_formula(400.0) + 1) < 1e-6


# Spectral road, with u = k xi as the integration variable.
def spectrum(u):
    return 2 * sigma**2 / (1 + u * u)


for d in (1.0, 4.0):
    flat = quad(spectrum, 0, np.inf)[0]
    wave = quad(spectrum, 0, np.inf, weight="cos", wvar=d / xi,
                epsabs=1e-9)[0]
    assert close(np.sqrt(2 * (flat - wave) / np.pi) / d,
                 slope_formula(d), 1e-5)


def cutoff_slope(K):
    z = K * xi
    return np.sqrt(2 * sigma**2 / (np.pi * xi**2) * (z - np.arctan(z)))


for K in (np.pi / 4, np.pi):
    moment = quad(lambda u: u * u * spectrum(u), 0, K * xi,
                  limit=200)[0] / (np.pi * xi**2)
    assert close(np.sqrt(moment), cutoff_slope(K), 1e-7)
assert close(cutoff_slope(np.pi), slope_formula(1.0), 0.01)

# Other roughness exponents: edges drawn from their covariance matrix.
positions = fine * np.arange(65)
lags = np.abs(positions[:, None] - positions[None, :])
for H in (0.5, 0.75, 1.0):
    values, vectors = np.linalg.eigh(sigma**2 * np.exp(-(lags / xi)**(2*H)))
    root = vectors * np.sqrt(np.clip(values, 0, None))
    sample = rng.standard_normal((6000, 65)) @ root.T
    for m in (1, 4, 16):
        got = np.sqrt(np.mean(np.diff(sample[:, ::m], axis=1)**2))/(m*fine)
        assert close(got, slope_formula(m * fine, H=H), 0.04)
    tiny = 1e-4 * xi
    law = np.sqrt(2) * sigma * xi**(-H) * tiny**(H - 1)
    assert close(slope_formula(tiny, H=H), law, 1e-4)
smooth_limit = np.sqrt(2) * sigma / xi
assert close(slope_formula(0.01, H=1.0), smooth_limit, 1e-5)

# Estimator choice: central differences and interval-averaged points.
coarse = edge[::4]
central_sim = np.sqrt(np.mean(((coarse[2:] - coarse[:-2]) / 2.0) ** 2))
central = slope_formula(2.0)
assert close(central_sim, central, 0.02)


def averaged_slope(d):
    t = d / xi
    variance = 2 * (t + np.expm1(-t)) / t**2
    covariance = np.expm1(-t)**2 / t**2
    return sigma * np.sqrt(2 * (variance - covariance)) / d


blocks = edge.reshape(-1, 16).mean(axis=1)
assert close(np.sqrt(np.mean(np.diff(blocks)**2)) / 4.0,
             averaged_slope(4.0), 0.02)
assert close(averaged_slope(0.02) / slope_formula(0.02),
             np.sqrt(2 / 3), 1e-3)

# Equal sigma^2/xi gives nearly equal fine slope despite doubled sigma.
twin_sigma, twin_xi = 2 * sigma, 4 * xi
twin = simulate_edge(twin_sigma, twin_xi, 800000)
twin_slope = slope_formula(1.0, twin_sigma, twin_xi)
assert close(measured_slope(twin, 4), twin_slope, 0.02)
assert close(twin_slope, slope_formula(1.0), 0.02)

# A rougher edge can appear smoother when sampled more coarsely.
rough_sigma = 1.5 * sigma
rough_slope = slope_formula(4.0, rough_sigma)
rough_edge = simulate_edge(rough_sigma, xi, 800000)
assert close(measured_slope(rough_edge, 16), rough_slope, 0.03)
assert measured_slope(rough_edge, 16) < measured_slope(edge, 4)
assert rough_slope < slope_formula(1.0)


# Smoothing along the edge.
def blurred_covariance(r, b):
    g = b / xi
    return 0.5 * sigma**2 * np.exp(g * g) * (
        np.exp(-r / xi) * erfc(g - r / (2 * b))
        + np.exp(r / xi) * erfc(g + r / (2 * b)))


def blurred_slope(d, b=blur):
    return np.sqrt(2 * (blurred_covariance(0, b)
                        - blurred_covariance(d, b))) / d


def plateau(b):
    g = b / xi
    return np.sqrt(sigma**2 / (np.sqrt(np.pi) * xi * b)
                   - sigma**2 / xi**2 * np.exp(g * g) * erfc(g))


for b in (blur, blur / 2):
    top = 12 * xi / b
    moment = quad(lambda u: u * u * spectrum(u) * np.exp(-(u * b / xi)**2),
                  0, top, limit=200)[0] / (np.pi * xi**2)
    assert close(np.sqrt(moment), plateau(b), 1e-7)
    assert close(blurred_slope(0.02, b), plateau(b), 1e-3)
tiny_blur = 1e-4 * xi
assert close(plateau(tiny_blur / 4) / plateau(tiny_blur), 2.0, 1e-3)
soft = gaussian_filter1d(edge, blur / fine)
for m in (4, 16):
    assert close(measured_slope(soft, m), blurred_slope(m * fine), 0.02)
blurred_sigma = np.sqrt(blurred_covariance(0, blur))
assert close(np.std(soft), blurred_sigma, 0.03)


# Independent position error, with and without smoothing.
def noisy_slope(d, base):
    return np.sqrt(base**2 + 2 * noise**2 / d**2)


errors = noise * rng.standard_normal(edge.size)
for m in (4, 16):
    d = m * fine
    assert close(measured_slope(edge + errors, m),
                 noisy_slope(d, slope_formula(d)), 0.02)
    assert close(measured_slope(soft + errors, m),
                 noisy_slope(d, blurred_slope(d)), 0.02)
crossover = -xi * np.log(1 - noise**2 / sigma**2)
crossing = brentq(lambda d: slope_formula(d) - np.sqrt(2)*noise/d, 0.1, 50)
assert close(crossing, crossover, 1e-8)

# Scatter from line to line; 200 lines fix a scatter to about 5 percent.
table = edge.reshape(lines, points_per_line)
line_slopes = np.sqrt(np.mean(np.diff(table[:, ::4], axis=1)**2, axis=1))
slope_scatter = np.std(line_slopes) / np.mean(line_slopes)
line_sigmas = np.std(table, axis=1)
sigma_scatter = np.std(line_sigmas) / np.mean(line_sigmas)
q = np.exp(-1.0 / xi)
slope_scatter_formula = 0.5 * np.sqrt(
    2 / (line_length - 1) * (1 + (1 - q) / (2 * (1 + q))))
sigma_scatter_formula = np.sqrt(xi / (2 * line_length))
assert close(slope_scatter, slope_scatter_formula, 0.2)
assert close(sigma_scatter, sigma_scatter_formula, 0.2)

print(f"sigma = {sigma} nm, xi = {xi} nm, line length = {line_length} nm")
print(f"blur = {blur} nm, position noise = {noise} nm")
print(f"simulated edge: {edge.size * fine / 1000:.0f} um long, step {fine} nm")
print("Ideal edge: spacing d (nm), slopes (dimensionless), d s^2/2 (nm)")
print("   d   formula simulated  limit  exponent  d s^2/2")
for m, value in zip(strides, simulated):
    d = m * fine
    s = slope_formula(d)
    print(f"{d:5.2f}  {s:.4f}   {value:.4f}   {limit_formula(d):.4f}"
          f"  {exponent_formula(d):.4f}   {d * s * s / 2:.4f}")
print(f"simulated exponent, 0.25 to 1 nm: {sim_exponent:.3f}")
print(f"sigma^2/xi = {sigma**2 / xi:.4f} nm")
print(f"slope, spectrum cut at pi/(1 nm): {cutoff_slope(np.pi):.4f}")
print("Slope for other exponents H: d (nm), H=0.5, H=0.75, H=1")
for d in (4.0, 1.0, 0.25):
    print(f"{d:5.2f}  " + "  ".join(
        f"{slope_formula(d, H=H):.4f}" for H in (0.5, 0.75, 1.0)))
print(f"H=1 limiting slope: {smooth_limit:.4f}")
print(f"central-difference slope at 1 nm: {central:.4f}")
print(f"interval-averaged slope at 1 nm: {averaged_slope(1.0):.4f}")
print(f"twin edge: sigma = {twin_sigma:.1f} nm, xi = {twin_xi:.0f} nm")
print(f"twin edge slope at 1 nm: {twin_slope:.4f}")
print(f"rougher edge: sigma = {rough_sigma:.1f} nm, xi = {xi:.0f} nm")
print(f"rougher edge slope at 4 nm: {rough_slope:.4f}")
print(f"rougher edge slope at 1 nm: {slope_formula(1.0, rough_sigma):.4f}")
print("Neglected effects: d (nm), ideal, blurred, blurred + noise")
for m in strides:
    d = m * fine
    s = blurred_slope(d)
    print(f"{d:5.2f}  {slope_formula(d):.4f}  {s:.4f}"
          f"  {noisy_slope(d, s):.4f}")
print(f"limiting slope, blur {blur} nm: {plateau(blur):.4f}")
print(f"limiting slope, blur {blur / 2} nm: {plateau(blur / 2):.4f}")
print(f"sigma after {blur} nm blur: {blurred_sigma:.3f} nm")
print(f"noise-only slope at 1 nm: {np.sqrt(2) * noise:.4f}")
print(f"noise equals ideal edge at d = {crossover:.2f} nm")
print("Line-to-line relative scatter (percent): simulated, formula")
print(f"slope at 1 nm: {100 * slope_scatter:.2f}, "
      f"{100 * slope_scatter_formula:.2f}")
print(f"sigma: {100 * sigma_scatter:.2f}, {100 * sigma_scatter_formula:.2f}")
print("every check passed")
```

Running it gives:

```
sigma = 1.2 nm, xi = 20.0 nm, line length = 2000.0 nm
blur = 1.5 nm, position noise = 0.5 nm
simulated edge: 400 um long, step 0.25 nm
Ideal edge: spacing d (nm), slopes (dimensionless), d s^2/2 (nm)
   d   formula simulated  limit  exponent  d s^2/2
 8.00  0.1218   0.1221   0.1342  -0.5934   0.0593
 4.00  0.1806   0.1807   0.1897  -0.5483   0.0653
 2.00  0.2618   0.2621   0.2683  -0.5246   0.0685
 1.00  0.3748   0.3750   0.3795  -0.5124   0.0702
 0.50  0.5333   0.5337   0.5367  -0.5062   0.0711
 0.25  0.7566   0.7564   0.7589  -0.5031   0.0716
simulated exponent, 0.25 to 1 nm: -0.506
sigma^2/xi = 0.0720 nm
slope, spectrum cut at pi/(1 nm): 0.3747
Slope for other exponents H: d (nm), H=0.5, H=0.75, H=1
 4.00  0.1806  0.1241  0.0840
 1.00  0.3748  0.1789  0.0848
 0.25  0.7566  0.2537  0.0848
H=1 limiting slope: 0.0849
central-difference slope at 1 nm: 0.2618
interval-averaged slope at 1 nm: 0.3041
twin edge: sigma = 2.4 nm, xi = 80 nm
twin edge slope at 1 nm: 0.3783
rougher edge: sigma = 1.8 nm, xi = 20 nm
rougher edge slope at 4 nm: 0.2710
rougher edge slope at 1 nm: 0.5622
Neglected effects: d (nm), ideal, blurred, blurred + noise
 8.00  0.1218  0.1053  0.1375
 4.00  0.1806  0.1340  0.2218
 2.00  0.2618  0.1481  0.3833
 1.00  0.3748  0.1526  0.7234
 0.50  0.5333  0.1538  1.4225
 0.25  0.7566  0.1541  2.8326
limiting slope, blur 1.5 nm: 0.1542
limiting slope, blur 0.75 nm: 0.2252
sigma after 1.5 nm blur: 1.151 nm
noise-only slope at 1 nm: 0.7071
noise equals ideal edge at d = 3.81 nm
Line-to-line relative scatter (percent): simulated, formula
slope at 1 nm: 1.60, 1.59
sigma: 6.67, 7.07
every check passed
```
